# Oxide trap depth from the gate-voltage slope of random telegraph noise

An n-channel transistor has a gate oxide of thickness $t_{ox}$. One electron trap lies in the oxide at a depth $x_T$, measured from the silicon interface towards the gate. The drain current jumps between two levels as the trap captures and emits an electron. Let $\tau_c$ be the mean time the trap stays empty before a capture, and $\tau_e$ the mean time it stays filled before an emission. Both are measured at several gate voltages $V_G$. The problem is to find $x_T$ from the way their ratio changes.

The following is assumed. The temperature $T$ is fixed. The source and the silicon body are grounded and the drain bias is small, so the channel and the body share one Fermi level $E_F$. The trap exchanges electrons with the channel and not with the gate. The gate is a metal, the layers are uniform in the plane, and any other charge in the oxide is independent of $V_G$. The electrostatic potential $\phi$ is zero deep in the silicon, and its value at the interface is the surface potential $\psi_s$. The elementary charge is $q>0$. The following shorthand is used:

$$\phi_t=\frac{kT}{q},\qquad z=\frac{x_T}{t_{ox}},\qquad s=\frac{d\psi_s}{dV_G},\qquad m=-\phi_t\,\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}.$$

The quantity $m$ is the measured slope made dimensionless.

## (a) The ratio of dwell times

**Find $\tau_c/\tau_e$ in terms of the trap level and the Fermi level, without assuming a particular capture mechanism.**

*Solution.* If the trap leaves a state at a constant total rate $\Gamma$, the probability of still being there after a time $t$ is $e^{-\Gamma t}$. The mean dwell time is $\int_0^\infty e^{-\Gamma t}dt=1/\Gamma$. The rate is constant if the trap and the surrounding lattice reach thermal equilibrium within each charge state long before the next event, which is assumed.

Take one channel orbital of energy $E$, spin included. Let $k_c(E)$ be the rate at which an electron in it is captured by the empty trap, and $k_e(E)$ the rate at which the filled trap emits into it when it is vacant. Each rate is averaged over the initial internal states of the trap and summed over the final ones. The empty and filled trap have $g_0$ and $g_1$ such states. Let $E_T$ be the free energy needed to add the electron to the trap, with this degeneracy counted separately.

In equilibrium, the arrangement "orbital filled, trap empty" has weight $g_0e^{-E/kT}$. The arrangement "orbital vacant, trap filled" has weight $g_1e^{-E_T/kT}$. Detailed balance makes the flows between them equal:

$$g_0e^{-E/kT}k_c(E)=g_1e^{-E_T/kT}k_e(E)
\;\Rightarrow\;
k_c(E)=\frac{g_1}{g_0}\,e^{-(E_T-E)/kT}\,k_e(E).$$

The orbital is filled with probability $f(E)=[1+e^{(E-E_F)/kT}]^{-1}$, which obeys $f=(1-f)\,e^{-(E-E_F)/kT}$. Multiplying the two relations removes $E$ from the exponent:

$$f\,k_c=\frac{g_1}{g_0}\,e^{-(E_T-E_F)/kT}\,(1-f)\,k_e .$$

The factor in front is the same for every orbital, so it survives the sum over orbitals. Since $1/\tau_c=\sum f k_c$ and $1/\tau_e=\sum(1-f)k_e$,

$$\boxed{\frac{\tau_c}{\tau_e}=\frac{g_0}{g_1}\,e^{(E_T-E_F)/kT}}$$

For a trap that is spinless when empty and holds one spin-½ electron when filled, $g_0/g_1=1/2$. At a given $E_T$, the density of states, the tunnelling probability and the strength of the lattice relaxation affect each time separately but cancel from the ratio. The relaxation energy does enter $E_T$ itself, which is a free-energy difference between relaxed states.

## (b) From slope to depth

**Relate $m$ to $z$ and $s$. How wrong is the estimate $x_T\approx m\,t_{ox}$, which treats the surface potential as fixed?**

*Solution.* An electron has charge $-q$, so the trap level follows the potential at its site as $E_T=E_{T0}-q\phi(x_T)$. Here $E_{T0}$ is taken as independent of $V_G$. With $E_F$ and the degeneracies fixed as well, part (a) gives

$$\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}=\frac{1}{kT}\frac{dE_T}{dV_G}=-\frac{q}{kT}\frac{d\phi(x_T)}{dV_G},
\qquad\text{so}\qquad m=\frac{d\phi(x_T)}{dV_G}.$$

The dimensionless slope is the fraction of a gate-voltage change that reaches the trap.

In the oxide, $\phi''=-\rho_{ox}/\varepsilon_{ox}$. Fixed charge $\rho_{ox}$ may bend the potential, but it drops out of the difference between two gate voltages. The change $\delta\phi$ therefore obeys $\delta\phi''=0$ and is a straight line across the oxide. Its end values are $\delta\psi_s$ at the silicon and $\delta V_G$ at the gate, where the potential differs from $V_G$ by a constant work-function term. At the fraction $z$ of the way to the gate,

$$\delta\phi(x_T)=\delta\psi_s+z\,(\delta V_G-\delta\psi_s).$$

Dividing by $\delta V_G$ gives

$$\boxed{m=s+z(1-s)},\qquad 1-m=(1-z)(1-s),\qquad \boxed{z=\frac{m-s}{1-s}}.$$

The second form follows by expanding its right side, $1-s-z(1-s)$, and the third by solving the first for $z$.

The estimate $z\approx m$ is in error by

$$m-z=s(1-z)=\frac{s(1-m)}{1-s}.$$

The first expression uses the true depth and the second the measured slope. Part (c) shows that $0<s<1$, so the uncorrected depth is too large for any trap inside the oxide. The error is greatest at the silicon: a trap at $z=0$ gives $m=s$ and appears at the depth $s\,t_{ox}$. At the gate, $z=1$, the error vanishes, because that end of the oxide follows $V_G$ fully.

The result also shows how input errors spread. From $z=1-(1-m)/(1-s)$,

$$\frac{\partial z}{\partial m}=\frac{1}{1-s},\qquad
\frac{\partial z}{\partial s}=-\frac{1-m}{(1-s)^2}=-\frac{1-z}{1-s}.$$

When $s$ is close to 1, the whole oxide moves almost rigidly with the gate, and the slope carries little information about depth.

## (c) The correction from a capacitance

**Express the correction through the gate capacitance, without a model of the silicon charge.**

*Solution.* Let $C_{ox}=\varepsilon_{ox}/t_{ox}$ be the oxide capacitance per area, and let $Q_G$ be the gate charge per area. By Gauss's law, $Q_G$ equals $\varepsilon_{ox}$ times the field leaving the gate. The change of potential is linear across the oxide, so the change of this field is $(\delta V_G-\delta\psi_s)/t_{ox}$. Hence

$$C_{gg}\equiv\frac{dQ_G}{dV_G}=C_{ox}(1-s).$$

Inserting $1-s=C_{gg}/C_{ox}$ in $1-m=(1-z)(1-s)$ gives

$$\boxed{1-z=(1-m)\,\frac{C_{ox}}{C_{gg}}}$$

The capacitance must be quasi-static, so that the inversion charge follows the voltage. It must also refer to the channel area alone, without overlap or wiring.

The range of $s$ follows from charge balance. The fixed oxide charge does not change, so $\delta Q_G=-\delta Q_s=C_s\,\delta\psi_s$, where $Q_s$ is the silicon charge per area and $C_s=-dQ_s/d\psi_s$. Equating this with $C_{ox}(\delta V_G-\delta\psi_s)$ gives $C_s s=C_{ox}(1-s)$, or

$$s=\frac{C_{ox}}{C_{ox}+C_s}.$$

For $C_s>0$ this lies between 0 and 1. Strong inversion makes $C_s$ large and $s$ small, but not zero.

## (d) The surface-potential slope in a definite model

**Find $s$ for uniformly doped p-type silicon with Boltzmann carriers and no oxide charge. How fast does it fall in strong inversion?**

*Solution.* Let $N_A$ be the hole density in the neutral bulk, practically equal to the acceptor density, and $n_i$ the intrinsic density. The bulk electron density is then $rN_A$ with $r=(n_i/N_A)^2$. With $y$ pointing into the silicon, the local densities are $p=N_Ae^{-\phi/\phi_t}$ and $n=rN_Ae^{\phi/\phi_t}$. The fixed acceptor charge makes the bulk neutral, so Poisson's equation reads

$$\varepsilon_s\frac{d^2\phi}{dy^2}=qN_A\left[1-e^{-\phi/\phi_t}+r\left(e^{\phi/\phi_t}-1\right)\right].$$

Multiply by $d\phi/dy$ and integrate from the deep bulk, where $\phi$ and its derivative vanish, to the surface. The left side becomes $\tfrac12\varepsilon_sF_s^2$, where $F_s$ is the surface field. The right side becomes $qN_AH(\psi_s)$ with

$$H(\psi)=\psi+\phi_t\left(e^{-\psi/\phi_t}-1\right)+r\left[\phi_t\left(e^{\psi/\phi_t}-1\right)-\psi\right].$$

Without oxide charge, $\varepsilon_{ox}V_{ox}/t_{ox}=\varepsilon_sF_s$, where $V_{ox}$ is the voltage across the oxide. Therefore

$$V_{ox}=\gamma\sqrt{H(\psi_s)},\qquad \gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}},\qquad V_G=V_{FB}+\psi_s+V_{ox},$$

where $V_{FB}$ is the flat-band voltage. Differentiating the last equation with respect to $\psi_s$, and replacing $\sqrt H$ by $V_{ox}/\gamma$,

$$\frac1s=1+\frac{\gamma H'}{2\sqrt H}=1+\frac{\gamma^2H'}{2V_{ox}}.$$

For $\psi_s\gg\phi_t$, the term $e^{-\psi_s/\phi_t}$ is negligible, and so are the terms in $r$ without a growing exponential. Then

$$H\simeq\psi_s-\phi_t+\phi_t\,r\,e^{\psi_s/\phi_t},\qquad H'\simeq1+r\,e^{\psi_s/\phi_t}.$$

The first relation gives $\phi_t\,r\,e^{\psi_s/\phi_t}=H-\psi_s+\phi_t$. Hence $\phi_tH'=H-\psi_s+2\phi_t$. Multiplying by $\gamma^2$ and using $\gamma^2H=V_{ox}^2$ gives $\gamma^2H'=[V_{ox}^2-\gamma^2(\psi_s-2\phi_t)]/\phi_t$, and

$$\boxed{s\simeq\frac{2\phi_tV_{ox}}{V_{ox}^2+2\phi_tV_{ox}-\gamma^2(\psi_s-2\phi_t)}}$$

There are two limits. Well below threshold the electron term is small, so $V_{ox}^2\simeq\gamma^2(\psi_s-\phi_t)$. The denominator reduces to $2\phi_tV_{ox}+\gamma^2\phi_t$, and $s\simeq2V_{ox}/(2V_{ox}+\gamma^2)$, which is of order one. In strong inversion, $V_{ox}^2$ dominates and

$$s\to\frac{2\phi_t}{V_{ox}}.$$

In this limit the charge grows as $e^{\psi_s/2\phi_t}$, so raising it by a factor $e$ costs $2\phi_t$ of surface potential. With Boltzmann electrons, the correction therefore fades only as the inverse of the oxide voltage. In a real channel the electrons become degenerate in strong inversion, and the correction then fades more slowly still.

## (e) A worked case

**A trap lies at 0.80 nm in a 4.0 nm oxide at 300 K. What depth does the uncorrected slope give, and does the correction restore the true one?**

*Solution.* The remaining values are round model parameters: relative permittivities 4 for the oxide and 12 for the silicon, $N_A=5\times10^{23}$ m⁻³, $n_i=10^{16}$ m⁻³ and $V_{FB}=-1$ V. They give $\phi_t=25.852$ mV, $\gamma=0.4660$ V$^{1/2}$ and a threshold voltage of 0.363 V. The trap level lies 1.25 eV above $E_F$ when the local potential is zero.

The electrons obey Boltzmann statistics throughout this part. The slopes come from a numerical solution of Poisson's equation through oxide and silicon. It is combined with energy integrals over thermally activated capture and emission rates, so the linear oxide profile and the closed form of $s$ are not put in.

At $V_G=1.0$ V, $\psi_s=1.0413$ V and $V_{ox}=0.9587$ V. The terms in the denominator of $s$ are

$$V_{ox}^2=0.919,\quad 2\phi_tV_{ox}=0.0496,\quad \gamma^2(\psi_s-2\phi_t)=0.2172\times0.9896=0.215,$$

all in V². Thus $s=0.0496/0.754=0.0658$. The limiting law $2\phi_t/V_{ox}$ gives 0.0539. It is too low here because the depletion term, which it neglects, is still a sizeable part of $V_{ox}^2$.

The computed slope of $\ln(\tau_c/\tau_e)$ is $-9.771$ V⁻¹, so

$$m=0.025852\times9.771=0.2526,\qquad z=\frac{0.2526-0.0658}{1-0.0658}=0.200.$$

The uncorrected depth is $0.2526\times4.0=1.01$ nm, and the corrected one is 0.80 nm. The excess of 0.21 nm equals $s(1-z)t_{ox}$ and is 26 % of the true depth. At the other voltages:

| $V_G$ (V) | $s$ | uncorrected (nm) | corrected (nm) |
|---|---|---|---|
| 0.2 | 0.788 | 3.32 | 0.80 |
| 0.6 | 0.169 | 1.34 | 0.80 |
| 1.0 | 0.066 | 1.01 | 0.80 |
| 2.0 | 0.028 | 0.89 | 0.80 |

The rows above threshold illustrate the formula rather than a real channel. The Boltzmann electron density at the surface, $rN_Ae^{\psi_s/\phi_t}$, is about $6\times10^{25}$ m⁻³ at 1.0 V and $3\times10^{26}$ m⁻³ at 2.0 V. These are two and ten times the conduction-band density parameter used in part (f), so the electrons would be degenerate and $s$ larger than shown. At 0.6 V the density is already $1.3\times10^{25}$ m⁻³, nearly half that parameter. Part (f) gives the change from degeneracy alone at 1.0 V; quantum confinement, discussed in part (h), raises $s$ further.

At 0.2 V, which is below threshold, the uncorrected trap appears near the gate. The correction still works for noiseless data, but $1/(1-s)=4.7$ there. An error of 0.01 in $m$ then shifts the depth by 0.19 nm, against 0.04 nm at 1.0 V.

One cannot escape the correction simply by raising $V_G$, since both dwell times must remain measurable. In this example $\ln(\tau_c/\tau_e)$ is 4.3 at 0.6 V, near zero at 1.0 V and $-9.1$ at 2.0 V. At 2.0 V the trap is empty for only about one part in $10^4$ of the time.

The separate slopes at 1.0 V are $-5.365$ V⁻¹ for $\ln\tau_c$ and $+4.406$ V⁻¹ for $\ln\tau_e$. Neither gives the depth by itself through the formula of part (b); their difference does. As a test of the cancellation in part (a), the slope of the ratio was found to be the same for lattice relaxation energies of 0.3 and 1.2 eV.

## (f) When the silicon model is wrong

**Suppose the electrons obey Fermi–Dirac statistics, but the data are corrected with the Boltzmann value of $s$. What depth results, and what does the capacitance form give?**

*Solution.* Repeating the calculation at 1.0 V with Fermi–Dirac electrons, and a conduction-band density parameter of $3\times10^{25}$ m⁻³, gives $s=0.0832$ and $m=0.2666$. Using the Boltzmann value $s=0.0658$ instead,

$$z=\frac{0.2666-0.0658}{1-0.0658}=0.215,\qquad x_T=0.86\ \text{nm}.$$

The derivative in part (b) predicts this error. The value of $s$ is too small by 0.0174, which raises $z$ by about $0.0174\times0.8/0.917=0.015$, or 0.06 nm.

The direction of the change in $s$ can be understood from the integrated Poisson equation, $Q_s^2/2\varepsilon_s=-\int_0^{\psi_s}\rho\,d\phi$, where $\rho$ is the silicon charge density. Differentiating it gives $C_s=\varepsilon_s|\rho_s|/|Q_s|$, with $\rho_s$ the value of $\rho$ at the surface. A degenerate electron density grows more slowly than $e^{\phi/\phi_t}$. Its integral $\int n\,d\phi$ therefore exceeds $\phi_t n_s$, where $n_s$ is the density at the surface. For a given electron contribution to $Q_s^2$, $n_s$ is then lower than in the Boltzmann case. At equal total charge and nearly equal depletion charge, $C_s$ is smaller and $s$ is larger.

The capacitance form needs none of this. With the computed $C_{gg}/C_{ox}=0.9168$,

$$1-z=\frac{1-0.2666}{0.9168}=0.800,\qquad x_T=0.80\ \text{nm}.$$

A fixed sheet of $10^{16}$ positive elementary charges per m² in the middle of the oxide changes $s$ to 0.0766, and the capacitance form still returns 0.80 nm. This tests the claim that fixed charge can alter $s$ without altering the relation between $m$, $s$ and $z$.

## (g) Slopes over a finite voltage range

**Data are often reduced to one slope over a range in which $s$ varies. Which $s$ belongs to that slope?**

*Solution.* Integrating $d\phi(x_T)/dV_G=s+z(1-s)$ at constant $z$ gives

$$\phi(x_T)=(1-z)\psi_s+zV_G+\text{constant}.$$

Between two voltages, let $\bar s=\Delta\psi_s/\Delta V_G$ and $\bar m=-\phi_t\,\Delta\ln(\tau_c/\tau_e)/\Delta V_G$. Since $\phi_t\ln(\tau_c/\tau_e)$ equals $-\phi(x_T)$ plus a constant,

$$\bar m=(1-z)\bar s+z,\qquad z=\frac{\bar m-\bar s}{1-\bar s},$$

without any assumption that the interval is small. From 0.8 to 1.2 V, with Fermi–Dirac electrons and the charge sheet, $\bar m=0.2623$ and $\bar s=0.0779$. These give $z=0.1844/0.9221=0.200$ again.

A least-squares line obeys the same rule. Its slope is a linear function of the fitted values. It is 0 when those values are constant and 1 when they are $V_G$ itself. The matching $\bar s$ is therefore the slope of the same fit, with the same weights, applied to $\psi_s$ at the same voltages.

## (h) Two ways the relation changes

**What happens if the gate is depleted, or if the trap's own energy depends on $V_G$?**

*Solution.* Let a depleted semiconductor gate take up a fraction $s_p$ of each voltage change. The oxide then receives $1-s-s_p$, and the steps of parts (b) and (c) become

$$m=s+z(1-s-s_p),\qquad C_{gg}=C_{ox}(1-s-s_p),\qquad z=(m-s)\frac{C_{ox}}{C_{gg}}.$$

Now $s$ and $C_{gg}$ are both needed, because the capacitance alone no longer determines $s$. The error of the uncorrected estimate becomes $m-z=s-z(s+s_p)$, so it is no longer always an overestimate: it is too small for traps with $z>s/(s+s_p)$.

Next, let $E_{T0}$ vary with $V_G$, for example because the channel screens the captured electron differently as it fills. Keeping this term in part (b) gives

$$m=s+z(1-s)-\frac1q\frac{dE_{T0}}{dV_G}.$$

If the term is ignored, the inferred $z$ is shifted by $-(dE_{T0}/dV_G)/[q(1-s)]$. In the example at 1.0 V, each 10 meV per volt of drift moves the depth by 0.04 nm. The drift need not be that small. The image energy of a charge at $x_T$ in front of a perfect conductor is $q^2/(16\pi\varepsilon_{ox}x_T)=0.11$ eV here, and depleted silicon gives only the fraction $(\varepsilon_s-\varepsilon_{ox})/(\varepsilon_s+\varepsilon_{ox})=1/2$ of it. The level can therefore move by tens of meV as the channel forms, fastest just above threshold, where $1/(1-s)$ also amplifies the effect. The corrected depths in part (e) leave this out. The slope at a single voltage cannot separate this drift from a change of depth.

Quantum confinement of the channel electrons is left out of the numbers above. It changes $s$, but not the relation in part (b), as long as the channel charge stays within the silicon. The change is large. Integrating Poisson's equation gives $\psi_s=-\varepsilon_s^{-1}\int y\rho\,dy$, so $C_s=\varepsilon_s/\bar y$, where $\bar y$ is the mean depth of the charge added to the silicon. The Boltzmann value $s=0.0658$ at 1.0 V corresponds to $\bar y\approx0.8$ nm. Confinement keeps the electrons away from the interface; with $\bar y\approx2$ nm, $s\approx0.14$, and correcting with the Boltzmann value would give nearly 1.1 nm instead of 0.80 nm. For a real channel the capacitance form of part (c), or a quantum model of $s$, should be used. The numerical output below gives the remaining values.

## Computed results

```
temperature 300 K, kT/q = 25.852 mV
oxide thickness 4.0 nm
true trap depth 0.80 nm, z = 0.20
relative permittivities: oxide 4, silicon 12
acceptor density 5.0e+23 m^-3
intrinsic density 1.0e+16 m^-3
conduction-band density N_C 3.0e+25 m^-3
flat-band voltage -1.00 V
trap level above E_F at zero potential 1.25 eV
C_ox = 8.854 mF/m^2, gamma = 0.4660 V^0.5
2*phi_F = 0.9166 V, threshold voltage = 0.363 V
Boltzmann electrons, surface potential:
V_G/V  psi_s/V  V_ox/V  s       2(kT/q)/V_ox
0.2    0.7921   0.4079  0.7885  0.1267
0.6    1.0010   0.5990  0.1687  0.0863
0.8    1.0257   0.7743  0.0935  0.0668
1.0    1.0413   0.9587  0.0658  0.0539
1.5    1.0662   1.4338  0.0388  0.0361
2.0    1.0826   1.9174  0.0279  0.0270
R = ln(tau_c/tau_e); depths in nm:
V_G/V  R  dR/dV_G/(1/V)  uncorrected  corrected  s*t_ox  1/(1-s)
0.2  13.865  -32.136  3.323  0.800  3.154  4.727
0.6  4.304  -12.955  1.340  0.800  0.675  1.203
0.8  1.993  -10.630  1.099  0.800  0.374  1.103
1.0  -0.037  -9.771  1.010  0.800  0.263  1.070
1.5  -4.675  -8.938  0.924  0.800  0.155  1.040
2.0  -9.050  -8.600  0.889  0.800  0.112  1.029
at V_G = 1.0 V, relaxation energy 0.5 eV:
d ln(tau_c)/dV_G = -5.365 1/V
d ln(tau_e)/dV_G = 4.406 1/V
Fermi-Dirac electrons, no oxide charge, V_G = 1.0 V:
s = 0.0832, C_gg/C_ox = 0.9168, m = 0.2666
uncorrected depth 1.066 nm
depth with Boltzmann s 0.860 nm
depth from gate capacitance 0.800 nm
with fixed sheet of 1e+16 charges/m^2 at mid-oxide:
s = 0.0766, depth from capacitance 0.800 nm
same sheet, two-point averages from 0.8 to 1.2 V:
m = 0.2623, s = 0.0779, depth 0.800 nm
```
